# Suppression of long-path phonon conduction in a transient thermal grating

**Q.** Two crossed laser pulses heat a solid in stripes, and the temperature grating then fades. If phonons carry the heat, why should Fourier's law give the wrong decay rate?

**A.** Fourier's law makes the heat flux at a point depend on the temperature gradient at that point. A phonon brings energy from about one mean free path away. If that distance is comparable with the grating period $L$, the phonon has sampled warm and cool stripes, not one gradient.

To see the effect, divide the phonons into two classes. Most of the heat capacity belongs to short-path phonons, which form a diffusive reservoir with heat capacity $C_r$ per volume, conductivity $k_d$ and local temperature. The others form long-path channels $i$, each with heat capacity $C_i$, speed $v_i$, relaxation time $\tau_i$ and mean free path $\Lambda_i=v_i\tau_i$. The solid is isotropic, everything varies along $x$ alone, and temperature deviations are small enough for linear equations.

**Q.** A phonon far from equilibrium has no temperature. What do you write for the channels?

**A.** I use temperature units for their energy. Let $C_i\phi_i(x,\mu,t)/4\pi$ be the excess energy density per solid angle of channel $i$ travelling with direction cosine $\mu$ to the $x$ axis. If the channel were in equilibrium with the reservoir, $\phi_i$ would equal the reservoir's deviation $T(x,t)$ in every direction. In the relaxation-time approximation,

$$\frac{\partial\phi_i}{\partial t}+v_i\mu\frac{\partial\phi_i}{\partial x}=\frac{T-\phi_i}{\tau_i}.$$

Let $\langle\;\rangle=\frac12\int_{-1}^{1}d\mu$ be the mean over solid angle. Averaging and multiplying by $C_i$ gives the channel's energy balance,

$$C_i\frac{\partial\langle\phi_i\rangle}{\partial t}+\frac{\partial J_i}{\partial x}=\frac{C_i}{\tau_i}\left(T-\langle\phi_i\rangle\right),\qquad J_i=C_iv_i\langle\mu\phi_i\rangle.$$

The right side is the power the channel receives. The reservoir must lose the same power, so

$$C_r\frac{\partial T}{\partial t}=k_d\frac{\partial^2T}{\partial x^2}+\sum_i\frac{C_i}{\tau_i}\left(\langle\phi_i\rangle-T\right).$$

The model assumes that channels exchange energy with the reservoir and not directly with one another. This is reasonable when the reservoir holds nearly all the modes available for scattering.

**Q.** You now have an unknown function of direction for every channel. How do you get a single decay rate?

**A.** The grating fades at some rate $\gamma$. If $\gamma\tau_i\ll1$, the term $\partial\phi_i/\partial t\sim\gamma\phi_i$ is small beside $\phi_i/\tau_i$, and the channel follows the present temperature pattern. Drop that term for now. With $q=2\pi/L$, let $T$ and $\phi_i$ vary as $e^{iqx}$; the observed grating is the real part. Then $\partial/\partial x\to iq$, and

$$iqv_i\mu\phi_i=\frac{T-\phi_i}{\tau_i}\quad\Rightarrow\quad\phi_i=\frac{T}{1+iy_i\mu},\qquad y_i=q\Lambda_i.$$

**Q.** A complex phonon energy looks suspicious.

**A.** The phase is a displacement: phonons moving to the right carry the pattern from further left. Following the path backwards, with $s$ the distance in mean free paths, gives

$$\phi_i(x,\mu)=\int_0^\infty e^{-s}\,T(x-\Lambda_i\mu s)\,ds.$$

The factor $e^{-s}$ is the probability of travelling that far unscattered. For $T\propto e^{iqx}$ the integral is $\int_0^\infty e^{-s(1+iy_i\mu)}ds=1/(1+iy_i\mu)$, as before.

For the angular mean, multiply numerator and denominator by $1-iy\mu$. The imaginary part is odd in $\mu$ and cancels:

$$\left\langle\frac1{1+iy\mu}\right\rangle=\int_0^1\frac{d\mu}{1+y^2\mu^2}=\frac{\arctan y}{y}.$$

Therefore $\langle\phi_i\rangle=T\arctan(y_i)/y_i$. The channel shows a weaker grating than the reservoir, because its phonons average over the stripes.

**Q.** Where does a conductivity come from? So far you have an energy exchange.

**A.** Put the mean into the reservoir equation:

$$C_r\frac{dT}{dt}=-k_dq^2T-\sum_i\frac{C_i}{\tau_i}\left(1-\frac{\arctan y_i}{y_i}\right)T.$$

The bulk conductivity of channel $i$ is $k_i=C_iv_i\Lambda_i/3$. Hence $C_i=3k_i/(v_i\Lambda_i)$, and since $v_i\tau_i=\Lambda_i$,

$$\frac{C_i}{\tau_i}=\frac{3k_i}{\Lambda_i^2}=q^2k_i\,\frac{3}{y_i^2}.$$

The exchange term becomes $-q^2k_iA(y_i)T$, with

$$A(y)=\frac{3}{y^2}\left(1-\frac{\arctan y}{y}\right),\qquad k_{\rm eff}=k_d+\sum_ik_iA(q\Lambda_i).$$

This $A$ is Maznev's suppression function. The decay is exponential, with $C_r\gamma=q^2k_{\rm eff}$ at this order.

**Q.** You have named a loss term a conductivity. Does the heat flux agree?

**A.** It does. In the flux $J_i=C_iv_i\langle\mu/(1+iy_i\mu)\rangle T$, the real part is odd and vanishes, leaving

$$J_i=-iy_iC_iv_iT\int_0^1\frac{\mu^2d\mu}{1+y_i^2\mu^2}.$$

Write $\mu^2/(1+y^2\mu^2)=y^{-2}[1-1/(1+y^2\mu^2)]$. The integral is then $y^{-2}(1-\arctan y/y)=A/3$. With $y_i=q\Lambda_i$,

$$J_i=-iq\,\frac{C_iv_i\Lambda_i}{3}\,A(y_i)\,T=-k_iA(y_i)\frac{\partial T}{\partial x}.$$

Energy and flux were also integrated numerically along the phonon paths for $y=0.3$, 1 and 6, at three positions each. In units $C_i=v_i=\Lambda_i=1$ and for unit grating amplitude, both agree with these formulas within $10^{-8}$.

The form $-k_iA\,\partial T/\partial x$ belongs to a sinusoid of wave number $q$. For another temperature profile, each Fourier component has its own $A$.

**Q.** Now recover Fourier's law. At small $y$ your formula is a small difference divided by a small number.

**A.** The integral just found removes the difficulty:

$$A(y)=3\int_0^1\frac{\mu^2d\mu}{1+y^2\mu^2}.$$

For $y\to0$ it tends to $3\int_0^1\mu^2d\mu=1$. It also shows that $0<A\le1$ and that $A$ falls steadily with $y$. Expanding the denominator for $y<1$,

$$A=3\int_0^1(\mu^2-y^2\mu^4+y^4\mu^6-\dots)\,d\mu=1-\frac35y^2+\frac37y^4-\dots$$

So when all $q\Lambda_i\to0$, $k_{\rm eff}\to k_d+\sum_ik_i$, the bulk conductivity.

For a continuous spectrum, replace the sum by $\int k_\Lambda A(q\Lambda)\,d\Lambda$. Since $A\le1$, the limit can be taken under the integral whenever the total conductivity is finite. The quadratic correction needs more: $\int k_\Lambda\Lambda^2d\Lambda$ must be finite. If it diverges, this formula approaches Fourier's law more slowly than $q^2$, because $(1-A)/q^2$ rises to $3\Lambda^2/5$ as $q$ falls.

**Q.** And when the path is much longer than the period?

**A.** Then $\arctan y\approx\pi/2-1/y$, so

$$A\approx\frac3{y^2}\left(1-\frac{\pi}{2y}\right).$$

To leading order the channel's contribution is $q^2k_iA\to3k_i/\Lambda_i^2=C_i/\tau_i$. Phonons leave the reservoir at their scattering rate and deposit their energy over many stripes. A finer grating cannot make them leave faster, whereas Fourier's law would let this loss grow as $q^2$.

The function passes through one half at $y=1.374$, or $\Lambda=1.374L/2\pi\approx0.22L$. The change is gradual: $A$ is 0.994 at $y=0.1$, 0.644 at $y=1$ and 0.026 at $y=10$.

**Q.** I still object to your Fourier limit. You obtained $C_r\gamma=q^2k$, but Fourier's law contains the total heat capacity.

**A.** The objection is right, and the missing heat capacity sits in the time derivative I dropped. Restore it for a decay $e^{-\gamma t}$. The channel equation gives $\phi_i=T/(1-\gamma\tau_i+iy_i\mu)$. With $a=1-\gamma\tau_i>0$, the mean is

$$\int_0^1\frac{a\,d\mu}{a^2+y_i^2\mu^2}=\frac1{y_i}\arctan\frac{y_i}{a}.$$

The decay condition of the full model is therefore

$$\gamma C_r=k_dq^2+\sum_i\frac{C_i}{\tau_i}\left[1-\frac1{y_i}\arctan\frac{y_i}{1-\gamma\tau_i}\right],\qquad\gamma\tau_i<1.$$

The derivative of $y^{-1}\arctan[y/(1-\varepsilon)]$ at $\varepsilon=0$ is $1/(1+y^2)$. To first order in $\gamma\tau_i$,

$$\gamma C_r=q^2k_{\rm eff}-\gamma\sum_i\frac{C_i}{1+y_i^2}.$$

Collecting $\gamma$ gives

$$\gamma=\frac{q^2k_{\rm eff}}{C_r+\sum_iC_i/(1+y_i^2)}.$$

As $y_i\to0$, the denominator becomes the total heat capacity $C=C_r+\sum_iC_i$, and the Fourier rate $q^2(k_d+\sum_ik_i)/C$ is complete. When $\sum_iC_i\ll C_r$, the difference between $C_r$ and $C$ is small at any period. The derivation assumes $\gamma\tau_i\ll1$, and the reservoir is diffusive only while its own paths are short beside the period. Under these conditions one may use

$$\gamma\approx\frac{q^2k_{\rm eff}}{C}.$$

**Q.** Does the dominance of the reservoir matter so much?

**A.** Take a channel that violates it. In units $C_r=\Lambda=v=1$, let $C_1=0.5$, so $k_1=1/6$, with $k_d=0.01$ and $q=0.2$. The rate $q^2k_{\rm eff}/C_r$ is then 1.483 times the rate found from the full coupled equations with discretized directions. The first-order formula gives 1.0015 times that rate. Its denominator, $1+0.5/1.04=1.481$, accounts for nearly all of the discrepancy. (In the output, the "simple rate" of this heavy-channel test is divided by $C_r$; the later simple rates are divided by $C$.)

Dividing by the total $C=1.5$ would leave the rate only 1.1% low here, because $y=0.2$ is close to the Fourier limit. At $q=1$, however, the first-order denominator is $1+0.5/2=1.25$, and using $C$ would give a rate 17% below the first-order formula. With a dominant reservoir, all these denominators nearly coincide.

**Q.** Use a real solid, then. Which channels lose their conduction?

**A.** Consider MgO near 300 K, with rough values $C=3.3$ MJ/(m³ K), total conductivity 55 W/(m K) and phonon speed 7 km/s. I choose a split of the conductivity for illustration; it is not a calculated MgO spectrum. The reservoir carries 45 W/(m K), and three channels with paths of 0.2, 1 and 5 µm carry 6, 3 and 1 W/(m K).

Their heat capacities follow from $C_i=3k_i/(v\Lambda_i)$: 12.86, 1.29 and 0.086 kJ/(m³ K). Together they hold 0.43% of the total, so the reservoir condition holds.

For $L=4$ µm, $q=2\pi/L=1.571$ µm⁻¹. The channels give:

- $\Lambda=0.2$ µm: $y=0.314$, $A=0.945$, contribution $k_iA=5.67$ W/(m K).
- $\Lambda=1$ µm: $y=1.571$, $A=0.439$, contribution 1.32 W/(m K).
- $\Lambda=5$ µm: $y=7.854$, $A=0.040$, contribution 0.04 W/(m K).

Hence $k_{\rm eff}=45+5.67+1.32+0.04\approx52.0$ W/(m K), or 94.6% of bulk. Of the missing 2.98 W/(m K), the middle channel accounts for 1.68, the longest for 0.96 and the shortest for 0.33. The longest channel is suppressed most strongly, but it had little conduction to lose.

The decay time is

$$\frac1\gamma=\frac{C}{q^2k_{\rm eff}}=\frac{3.3\times10^6}{(1.571\times10^6)^2\times52.0}\ {\rm s}\approx25.7\ {\rm ns}.$$

Fourier's law with the bulk conductivity gives 24.3 ns. In this model the grating lives 5.7% longer than Fourier's law predicts.

**Q.** The longest channel relaxes in 0.71 ns. Are you sure it follows a 26 ns decay?

**A.** Here $\gamma\tau=0.028$ for that channel, and less for the others. The full equations give 25.69 ns, against 25.71 ns from $q^2k_{\rm eff}/C$. The simple rate is 0.065% too low, because it counts the channels' whole heat capacity, while the first-order formula counts the fraction $1/(1+y_i^2)$ of each.

The equations were also integrated in time, with reservoir and channels starting at the same grating temperature. The late decay rate agrees with that of the slowest mode within one part in $10^6$.

**Q.** A common starting temperature is not the slow mode you assumed. How much of the signal belongs to it?

**A.** A Laplace transform in time, with variable $p$ and initial amplitude $T_0$, answers that. The channel equation becomes

$$\hat\phi_i=\frac{\tau_iT_0+\hat T}{1+p\tau_i+iy_i\mu}.$$

Let $F_i(p)=\langle1/(1+p\tau_i+iy_i\mu)\rangle$. Inserting $\langle\hat\phi_i\rangle=(\tau_iT_0+\hat T)F_i$ in the reservoir equation gives

$$\hat T\left[C_rp+k_dq^2+\sum_i\frac{C_i}{\tau_i}(1-F_i)\right]=T_0\left[C_r+\sum_iC_iF_i\right].$$

The left bracket vanishes at $p=-\gamma$. The slow amplitude is the right side divided by the derivative of that bracket. Since $dF_i/dp=-\tau_i\langle(1+p\tau_i+iy_i\mu)^{-2}\rangle$, and the last mean is $1/(1+y_i^2)$ when $\gamma\tau_i\ll1$,

$$\frac{T_{\rm slow}}{T_0}\approx\frac{C_r+\sum_iC_i\arctan(y_i)/y_i}{C_r+\sum_iC_i/(1+y_i^2)}.$$

The integral $\int_0^1d\mu/(1+y^2\mu^2)$ exceeds its smallest integrand $1/(1+y^2)$, so the ratio is slightly above one. The channels start with a stronger grating than the slow mode allows, so at first the reservoir loses less energy to them than it does in the slow mode. After the first few picoseconds the net flow still runs from the reservoir to the channels. The time integration gives 1.00037. The excess over one is below $\sum_iC_i/C_r$, so the initial transient is very weak here. If only the reservoir is heated, the numerator is $C_r$ alone and the ratio is 0.9963, again within $\sum_iC_i/C_r$ of one.

**Q.** Show me that the discrepancy disappears as the stripes widen.

**A.** With the same material and channels, the simple formula gives:

| $L$ (µm) | $k_{\rm eff}/k_{\rm bulk}$ | decay (ns) | Fourier (ns) |
|---:|---:|---:|---:|
| 2 | 0.917 | 6.63 | 6.08 |
| 4 | 0.946 | 25.7 | 24.3 |
| 10 | 0.974 | 156 | 152 |
| 40 | 0.994 | 2445 | 2432 |

At 400 µm, the full rate divided by the Fourier rate is 0.999925. The leading correction to $k_{\rm eff}$ predicts

$$1-\frac{3q^2}{5}\frac{\sum_ik_i\Lambda_i^2}{k_{\rm bulk}}=0.999924.$$

The heat-capacity denominator adds a term of the same order in $q$, $+q^2\sum_iC_i\Lambda_i^2/C=3\times10^{-7}$, only 0.4% of this correction. The $y^4$ term of $A$ adds another $3\times10^{-7}$, and the two together close the gap to the full ratio. The sum $\sum_ik_i\Lambda_i^2$ is $0.24+3+25=28.24$ W µm²/(m K), so the 5 µm channel supplies 89% of this small correction despite carrying 1/55 of the conductivity. At 40 µm the same quadratic estimate would be 0.9924 instead of 0.9944: that channel already has $y=0.785$, and the higher terms matter. This fast approach belongs to the chosen split, which has no path beyond 5 µm. In a classical Debye spectrum with $\Lambda\propto\omega^{-2}$ and the same totals, $\int k_\Lambda\Lambda^2d\Lambda$ diverges and $1-k_{\rm eff}/k_{\rm bulk}$ falls only as $q^{1/2}$: 5.8% at 4 µm, 1.8% at 40 µm and 0.58% at 400 µm.

**Q.** Would an actual MgO plate behave like this?

**A.** The heat capacity, conductivity and speed are in the usual range for MgO at room temperature, but the channel split is the least certain input. With 10 of 55 W/(m K) assigned to the channels, their complete suppression would lower the conductivity by 18%; a different split changes both that ceiling and the result at each period. Pure MgO is also transparent to visible light. I assume a plate 100 µm thick, lightly doped so that it absorbs weakly and heats almost evenly in depth. The dopant's extra phonon scattering is not included.

Real MgO is elastically anisotropic, and its acoustic branches have different speeds. With elastic constants chosen near those of MgO, $C_{11},C_{12},C_{44}=300,95,155$ GPa and density 3.6 g/cm³, the root-mean-square group speed is 6.6 km/s. For a grating along a cube axis, averaging over the phonon directions and branches lowers $k_{\rm eff}$ at 4 µm by 0.35%, to 51.8 W/(m K). This comparison fixes each $k_i$ and $\Lambda_i$, and gives all branches in a channel the same relaxation time.

Scattering at the plate surfaces has the scale $\sum_ik_i\Lambda_i/(k_{\rm bulk}h)=0.17\%$ for thickness $h$. Fully diffuse walls give 3/8 of this, 0.06%, at long periods, and about 0.01% at 4 µm, where the long paths are already suppressed. The slowest mode of any residual unevenness in depth decays faster than the even grating by the fraction $(\pi/qh)^2=4\times10^{-4}$. With insulated faces a signal averaged over depth is unaffected. The front-surface temperature decays faster in proportion to the absorption coefficient $\beta$, by about 0.04% for $\beta h=0.1$ and 0.4% for $\beta h=1$ at one decay time; this excess falls as $t^{-1/2}$ and is about three times larger at a tenth of the decay time. For a 1 K grating and $k\propto1/T$, the local conductivity changes by 0.33%, but this modulation alters the decay rate only at second order. The pulses also raise the mean temperature, and that acts at first order: each kelvin lowers $k$ by 0.33% and, in a Debye estimate, raises $C$ by about 0.2 to 0.3%, so the rate falls by 0.5 to 0.6% per kelvin. The deposited heat cannot be negative in the dark stripes, so the mean rise is at least as large as the grating amplitude. The reservoir's own path is about 6 nm in a single-path estimate. Applying $A$ to it gives the 0.004% in the output, but this figure shows only the scale: $A$ holds for channels with little heat capacity, and for the reservoir the heat-capacity and $\gamma\tau$ terms are of the same order. A single-path medium alone obeys $\gamma\tau=1-y/\tan y$, which exceeds the Fourier rate by the fraction $y^2/15$, and a single-path reservoir raises the rate here by about 0.001%. A spread of paths matters more. In a Debye spectrum with $\Lambda\propto\omega^{-2}$ and the same totals, paths below 0.1 µm carry about 46 W/(m K), and their finite length lowers the rate by about 0.06%.

At 4 µm and for about 1 K of heating these effects are each well below the 5.4% reduction, but the largest of them would matter in a measurement aiming at a few tenths of a percent. A mean rise near 10 K would change the rate as much as the suppression does. At long periods the order is reversed: at 400 µm the 0.06% from diffuse walls is about eight times the grating correction of the chosen split. Collisions that conserve crystal momentum are a separate limitation: they need not relax a channel towards the reservoir at rest, as the model assumes, and their effect has not been estimated here. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
A(y) at y = 0.1, 1, 10: 0.9940, 0.6438, 0.0256
y at which A = 1/2: 1.374
Heavy-channel test, simple rate / full rate: 1.483
Heavy-channel test, corrected rate / full rate: 1.0015
MgO example, rough inputs near 300 K
Total heat capacity: 3.30 MJ/(m^3 K)
Phonon speed: 7.0 km/s
Reservoir conductivity: 45.0 W/(m K)
Total bulk conductivity: 55.0 W/(m K)
Main case: period 4 um, q = 1.5708 1/um
Channel Lambda = 0.2 um: k = 6.0 W/(m K), C = 12.857 kJ/(m^3 K), tau = 0.0286 ns
   q Lambda = 0.3142, A = 0.9447, k A = 5.6680 W/(m K), gamma tau = 0.00111
Channel Lambda = 1.0 um: k = 3.0 W/(m K), C = 1.286 kJ/(m^3 K), tau = 0.1429 ns
   q Lambda = 1.5708, A = 0.4388, k A = 1.3164 W/(m K), gamma tau = 0.00556
Channel Lambda = 5.0 um: k = 1.0 W/(m K), C = 0.086 kJ/(m^3 K), tau = 0.7143 ns
   q Lambda = 7.8540, A = 0.0397, k A = 0.0397 W/(m K), gamma tau = 0.02780
Channels' share of heat capacity: 0.431 %
Period 2 um: k_eff = 50.443 W/(m K), k_eff/k_bulk = 0.9171
   decay time: simple 6.629 ns, full 6.619 ns, Fourier 6.079 ns
Period 4 um: k_eff = 52.024 W/(m K), k_eff/k_bulk = 0.9459
   decay time: simple 25.708 ns, full 25.691 ns, Fourier 24.317 ns
Period 10 um: k_eff = 53.569 W/(m K), k_eff/k_bulk = 0.9740
   decay time: simple 156.042 ns, full 156.012 ns, Fourier 151.982 ns
Period 40 um: k_eff = 54.694 W/(m K), k_eff/k_bulk = 0.9944
   decay time: simple 2445.333 ns, full 2445.277 ns, Fourier 2431.708 ns
Period 400 um, full rate / Fourier rate: 0.999925
   predicted by leading correction: 0.999924
Late rate from time evolution / eigenvalue: 1.0000000
Reservoir amplitude in slow exponential: 1.00037
Neglected effects, main case
Simple rate above full rate by: -0.065 %
Reservoir mean free path (gray estimate): 5.87 nm
   its effect on k_eff: 0.0044 %
Rough elastic constants C11, C12, C44: 300, 95, 155 GPa
Rough density: 3.6 g/cm^3
Root-mean-square group speed: 6.62 km/s
k_eff with anisotropy and unequal branches: 51.843 W/(m K)
   change of k_eff: -0.347 %
Plate thickness: 100 um
Surface scattering, order of magnitude: 0.167 %
Depth diffusion rate / grating decay rate: 4.00e-04
Grating amplitude 1.0 K at 300 K, k ~ 1/T: k changes by 0.33 %
```
